# Why closed subshells have only exchange terms in their Gaunt and Breit energies, part 2

We seek the magnetic interaction energy of a single determinant of filled \(s\) shells in a Dirac atom. Hartree atomic units are used, with \(c=1/\alpha\); \(\alpha\) without an arrow is the fine-structure constant. An \(s\) shell (\(\kappa=-1\)) has the orbitals

\[
\psi_m=\frac{1}{r\sqrt{4\pi}}\begin{pmatrix}P\,\xi_m\\-iQ\,\sigma_r\xi_m\end{pmatrix},
\]

with real radial functions \(P,Q\), unit spinors \(\xi_m\) (\(m=\pm\frac12\), or \(\uparrow,\downarrow\)), \(\hat r=\vec r/r\) and \(\sigma_r=\vec\sigma\cdot\hat r\), where

\[
\vec\sigma\sigma_r=\hat r+i\,\hat r\times\vec\sigma,\qquad
\sigma_r\vec\sigma=\hat r-i\,\hat r\times\vec\sigma. \tag{1}
\]

In a local central potential \(v(r)\), with the orbital energy \(\varepsilon\) measured from the rest energy \(c^2\),

\[
c\left(P'+\frac\kappa rP\right)=(\varepsilon+2c^2-v)Q,\qquad
c\left(-Q'+\frac\kappa rQ\right)=(\varepsilon-v)P. \tag{7}
\]

The interaction between electrons 1 and 2 is

\[
g=-\alpha_{1i}K_{ij}\alpha_{2j}, \tag{2}
\]

\[
K^G_{ij}=\frac{\delta_{ij}}{r_{12}},\qquad
K^B_{ij}=\frac12\left(\frac{\delta_{ij}}{r_{12}}+\frac{R_iR_j}{r_{12}^3}\right),
\]

for Gaunt (G) and zero-frequency Breit (B), with \(\vec R=\vec r_1-\vec r_2\), \(r_{12}=|\vec R|\) and repeated Cartesian indices summed. With \(a,b\) running over occupied orbitals, the energy is

\[
E_{\rm mag}=\frac12\sum_{ab}\left(\langle ab|g|ab\rangle-\langle ab|g|ba\rangle\right), \tag{3}
\]

\[
\langle ab|g|cd\rangle=\iint\psi_a^\dagger(1)\psi_b^\dagger(2)\,g\,\psi_c(1)\psi_d(2)\,d^3r_1d^3r_2 .
\]

The self terms \(a=b\) are included; their direct and exchange parts cancel. The summed current of filled shells is zero at every point, so the direct sum vanishes and only exchange remains:

\[
E_{\rm ex}=+\frac12\sum_{ab}\iint j_{ab,i}(1)K_{ij}\,j_{ba,j}(2), \tag{5}
\]

where \(\vec j_{ab}=\psi_a^\dagger\vec\alpha\psi_b\) is the transition current, \(\vec\alpha\) is the vector of Dirac matrices coupling upper to lower components, and volume elements are understood. From here on \(a,b\) label shells, and the spin labels \(m,m'\) are written separately. The smaller and larger of \(r_1,r_2\) are \(r_<\) and \(r_>\).

## 9. Gaunt exchange between s shells

For different shells the two products of upper and lower components have different radial factors:

\[
\vec j_{am,bm'}=\frac1{4\pi r^2}\xi_m^\dagger\left[-iP_aQ_b\,\vec\sigma\sigma_r+iQ_aP_b\,\sigma_r\vec\sigma\right]\xi_{m'} .
\]

With (1), the terms along \(\hat r\) have the coefficient \(i(Q_aP_b-P_aQ_b)\), and those along \(\hat r\times\vec\sigma\) have \(P_aQ_b+Q_aP_b\). Thus

\[
\vec j_{am,bm'}=\frac1{4\pi r^2}\left[iW\hat r\,\delta_{mm'}+V\,\hat r\times\vec\sigma_{mm'}\right], \tag{13}
\]

\[
V=P_aQ_b+Q_aP_b,\qquad W=Q_aP_b-P_aQ_b,\qquad \vec\sigma_{mm'}=\xi_m^\dagger\vec\sigma\xi_{m'} .
\]

Interchanging the shells changes the sign of \(W\) but not of \(V\). In the product of \(\vec j_{am,bm'}(1)\) and \(\vec j_{bm',am}(2)\), the radial parts therefore give \((iW_1)(-iW_2)=W_1W_2\). Subscripts 1 and 2 denote the radius at which a function is taken.

The sums over \(m,m'\) are traces. The unit matrix gives 2, mixed terms contain one Pauli matrix and vanish, and \(\mathrm{tr}(\sigma_k\sigma_l)=2\delta_{kl}\) gives

\[
\mathrm{tr}\left[(\hat r_1\times\vec\sigma)_i(\hat r_2\times\vec\sigma)_j\right]
=2\left[\delta_{ij}\,\hat r_1\cdot\hat r_2-\hat r_{2i}\hat r_{1j}\right].
\]

For Gaunt we set \(i=j\) and sum. With \(x=\hat r_1\cdot\hat r_2\), this trace becomes \(2(3x-x)=4x\), and

\[
\sum_{mm'}\vec j_{am,bm'}(1)\cdot\vec j_{bm',am}(2)
=\frac{(2W_1W_2+4V_1V_2)\,x}{16\pi^2r_1^2r_2^2}. \tag{14}
\]

The expansion \(1/r_{12}=\sum_l(r_<^l/r_>^{l+1})P_l(x)\), with Legendre polynomials \(P_l\), supplies the angular integral. The average of \(xP_l(x)\) over directions is \(\frac13\) for \(l=1\) and zero otherwise, so

\[
\iint d\Omega_1d\Omega_2\,\frac{x}{r_{12}}=\frac{16\pi^2}{3}\frac{r_<}{r_>^2}. \tag{15}
\]

The factors \(r_1^2r_2^2\) from the volume elements cancel those in (14). For \(a\neq b\), the orders \(ab\) and \(ba\) contribute equally and remove the factor \(\frac12\). Hence

\[
E^G_{ab}=f_{ab}\iint\left(\frac43V_1V_2+\frac23W_1W_2\right)\frac{r_<}{r_>^2}\,dr_1dr_2, \tag{16}
\]

with \(f_{ab}=1\) for \(a\neq b\) and \(f_{aa}=\frac12\). Within one shell \(W=0\) and \(V=2PQ\).

## 10. Breit exchange and the radial current

To compare the kernels, differentiate \(r_{12}\). First \(\partial r_{12}/\partial r_{2j}=-R_j/r_{12}\), and then

\[
\partial_{1i}\partial_{2j}r_{12}=-\frac{\delta_{ij}}{r_{12}}+\frac{R_iR_j}{r_{12}^3}.
\]

Consequently

\[
K^B_{ij}=K^G_{ij}+\frac12\,\partial_{1i}\partial_{2j}r_{12}. \tag{17}
\]

The added term acts on a current through its divergence, as integration by parts shows. The \(V\) part of (13) is a tangential rotation field of the type \(F(r)\,\vec r\times\vec s\) with constant \(\vec s\). Its divergence is

\[
\nabla\cdot(F\,\vec r\times\vec s)=F'\,\hat r\cdot(\vec r\times\vec s)+F\,\vec s\cdot(\nabla\times\vec r)=0 .
\]

Gaunt and Breit thus agree for the \(V\) part.

For the \(W\) part both currents are radial, and \(\hat r_{1i}\hat r_{2j}\partial_{1i}\partial_{2j}\) is \(\partial^2/\partial r_1\partial r_2\) at fixed directions. The average of \(r_{12}\) over directions is

\[
\overline{r_{12}}=\frac12\int_{-1}^1\sqrt{r_1^2+r_2^2-2r_1r_2x}\,dx
=\frac{(r_1+r_2)^3-|r_1-r_2|^3}{6r_1r_2}=r_>+\frac{r_<^2}{3r_>},
\]

so that

\[
\frac12\frac{\partial^2\overline{r_{12}}}{\partial r_1\partial r_2}=-\frac13\frac{r_<}{r_>^2}.
\]

The first derivatives of \(\overline{r_{12}}\) are continuous at \(r_1=r_2\), so no delta function is missed there. By (15), the Gaunt kernel contributes \(+\frac13r_</r_>^2\) for the same pair of radial currents. The two cancel:

\[
E^B_{ab}=f_{ab}\,\frac43\iint V_1V_2\frac{r_<}{r_>^2}\,dr_1dr_2. \tag{18}
\]

When both shells solve (7) in the same local potential \(v(r)\), the difference is tied to the orbital energies. Equations (16) and (18) need only real \(P,Q\). Equations (19) and (20) below need this further condition, and they do not hold in general for orbitals of a mean field with a nonlocal exchange operator. Differentiate \(W\) and insert (7) with \(\kappa=-1\) for both shells. The terms with \(\kappa/r\), \(v\) and \(2c^2\) cancel, leaving

\[
W'=\frac{\varepsilon_b-\varepsilon_a}{c}\,\rho_{ab},\qquad \rho_{ab}=P_aP_b+Q_aQ_b. \tag{19}
\]

For \(a\ne b\), minus the added term in (17) gives the Gaunt-Breit difference. The spin trace supplies 2, and two integrations by parts move the derivatives onto \(W\) without a net change of sign:

\[
E^G_{ab}-E^B_{ab}=-\iint W_1'W_2'\,\overline{r_{12}}\,dr_1dr_2
=-\left(\frac{\varepsilon_a-\varepsilon_b}{c}\right)^2\iint\rho_{ab}(r_1)\rho_{ab}(r_2)\left(r_>+\frac{r_<^2}{3r_>}\right)dr_1dr_2. \tag{20}
\]

If the energies were equal, (19) would make \(W\) constant, and its decay at infinity would make it zero. In a common local potential, the radial transition current exists because the two orbitals oscillate at different frequencies, and the transition density between them then changes in time.

## 11. What "exchange" means for 1s²

For one \(s\) shell, \(V=2PQ\) and \(f=\frac12\) give

\[
E_{1s^2}=\frac83\iint(PQ)_1(PQ)_2\frac{r_<}{r_>^2}\,dr_1dr_2. \tag{21}
\]

Compare this with the current self-integral of one electron,

\[
D=\iint\frac{\vec j_\uparrow(1)\cdot\vec j_\uparrow(2)}{r_{12}}\,d^3r_1d^3r_2,\qquad
\vec j_\uparrow=\frac{PQ}{2\pi r^2}\,\hat r\times\hat z .
\]

The scalar product of the directions is \((\hat r_1\times\hat z)\cdot(\hat r_2\times\hat z)=x-\hat z_1\hat z_2\), where \(\hat z_1\) and \(\hat z_2\) are the \(z\) components of the unit vectors. Averaged with \(1/r_{12}\), the term \(x\) gives \(\frac13r_</r_>^2\). The term \(\hat z_1\hat z_2\) gives one third of that, since the three axes are equivalent. The difference is \(\frac29r_</r_>^2\), and the prefactor is \(16\pi^2/(4\pi^2)=4\):

\[
D=\frac89\iint(PQ)_1(PQ)_2\frac{r_<}{r_>^2}\,dr_1dr_2,\qquad E_{1s^2}=3D. \tag{22}
\]

The direct integrals \(\langle ab|g|ab\rangle\) are \(-D\) for equal spins and \(+D\) for opposite spins, because the currents are then opposite. Their sum over all four ordered combinations is

\[
-D-D+D+D=0 .
\]

The exchange integrals \(\langle ab|g|ba\rangle\) with equal spins are again \(-D\). For opposite spins, \(\vec\sigma_{\uparrow\downarrow}=\hat x-i\hat y\) and \(\vec\sigma_{\downarrow\uparrow}=\hat x+i\hat y\). The \(x\) and \(y\) parts contribute \(D\) each to \(\iint\vec j_{\uparrow\downarrow}\cdot\vec j_{\downarrow\uparrow}/r_{12}\), and the mixed parts average to zero. This exchange integral is therefore \(-2D\), and

\[
E_{\rm ex}=-\frac12(-D-D-2D-2D)=3D .
\]

One may instead omit the self terms from the start. The two electrons then form one pair, with energy

\[
\langle\uparrow\downarrow|g|\uparrow\downarrow\rangle-\langle\uparrow\downarrow|g|\downarrow\uparrow\rangle=D+2D=3D .
\]

The energy is the same, but one third of it is now called direct. The phrase "only exchange remains" thus refers to the double sum with self terms included. It does not say that two electrons with opposite currents have no direct magnetic interaction. If the direct sum is left out of a calculation because it is zero, the self terms must stay in the exchange sum.

## 12. A closed form for the hydrogenic 1s shell

For a point nucleus, \(v=-Z/r\), try \(P=Nr^\gamma e^{-Zr}\) and \(Q=-tP\) in (7) with \(\kappa=-1\). The terms proportional to \(1/r\) in the two equations require

\[
1-\gamma=tZ\alpha,\qquad t(1+\gamma)=Z\alpha .
\]

They give \(\gamma=\sqrt{1-(Z\alpha)^2}\) and \(t=Z\alpha/(1+\gamma)\). The remaining terms require \(Z=t(\varepsilon+2c^2)/c\) and \(-tZ=\varepsilon/c\), which both hold for \(\varepsilon=c^2(\gamma-1)\).

Let \(\rho=P^2+Q^2\) be the normalized radial density. Then \(PQ=-t\rho/(1+t^2)\), and

\[
\frac t{1+t^2}=\frac{Z\alpha(1+\gamma)}{(1+\gamma)^2+(Z\alpha)^2}=\frac{Z\alpha}2,
\]

since the denominator equals \(2(1+\gamma)\). Equation (21) becomes

\[
E_{1s^2}=\frac23(Z\alpha)^2\left\langle\frac{r_<}{r_>^2}\right\rangle, \tag{23}
\]

where the average is taken with \(\rho(r_1)\rho(r_2)\).

For small \(Z\alpha\), \(\rho\to4Z^3r^2e^{-2Zr}\). Take \(r_1<r_2\), double the result, and put \(r_1=ur_2\):

\[
\left\langle\frac{r_<}{r_>^2}\right\rangle\to32Z^6\int_0^1u^3du\int_0^\infty r_2^4e^{-2Z(1+u)r_2}dr_2
=24Z\int_0^1\frac{u^3\,du}{(1+u)^5}.
\]

The last integrand is the derivative of \(u^4/[4(1+u)^4]\), so the integral is \(1/64\). The average tends to \(3Z/8\), and

\[
E_{1s^2}\to\frac{Z^3\alpha^2}4 . \tag{24}
\]

## 13. Worked example: the mercury ion Hg⁷⁶⁺

Take the configuration \(1s^22s^2\) with \(Z=80\) and the Dirac orbitals of a bare point nucleus. The formulas (16), (18) and (23) and the cancellations behind them are checked numerically by the numerical check.

With \(Z\alpha=0.58379\) and the computed average \(33.831\) bohr\(^{-1}\), equation (23) gives

\[
E_{1s^2}=\frac23(0.58379)^2(33.831)\approx7.687\ \text{hartree}.
\]

The self-integral is \(D=2.562\) hartree, one third of this. The weak-field value (24) is \(6.816\) hartree, so the relativistic result is larger by a factor \(1.128\). The prefactor in (23) is the same in both cases. The increase comes from the average, which is \(33.831\) instead of \(3Z/8=30\) bohr\(^{-1}\): the relativistic density is more compact.

The other contributions, in hartree, are \(0.185\) for \(2s^2\), \(1.610\) for the \(V\) part between 1s and 2s, and \(0.226\) for the \(W\) part. The totals are

\[
E^B=7.687+0.185+1.610=9.482\ \text{hartree}\approx258.0\ \text{eV},
\]

\[
E^G=9.482+0.226\approx9.709\ \text{hartree}\approx264.2\ \text{eV},
\]

where the last digit of \(E^G\) follows from the unrounded values. Gaunt exceeds Breit by about 2.4 percent of the Breit total. All of this difference comes from the 1s-2s pair, whose orbital energies are \(-3532.2\) and \(-904.8\) hartree.

The Coulomb interaction behaves differently. For \(1s^2\) its direct energy is \(116.19\) hartree and its exchange energy \(-58.10\) hartree, self terms included. The net repulsion is \(58.10\) hartree, and the magnetic energy is about 13 percent of it. The Coulomb direct term survives because charge densities add where currents cancel.

These are first-order energies with unscreened orbitals. Screening and orbital relaxation, the finite size of the nucleus, retardation at nonzero frequency, correlation and radiative corrections are left out. These effects are larger than the digits shown. Self-consistent Dirac-Coulomb Hartree-Fock orbitals lower both totals by about \(0.2\) hartree, or 2 percent, which is nearly the size of the Gaunt-Breit difference. A finite nucleus lowers both by about \(0.02\) hartree. The transverse interaction at the 1s-2s frequency raises that pair's Breit term by about \(0.03\) hartree. The numbers illustrate the structure of the magnetic energy and are not predictions for the ion at the accuracy of the digits shown.

## Computed values

```
Kappa values tested: [-1, 1, -2, 2, -3, 3, -4]
Largest single-electron current component, test spinors: 0.0711 bohr^-3
Largest summed current component, filled subshells: 1.5e-17 bohr^-3
Nuclear charge Z: 80
Speed of light c: 137.035999 a.u.
Z*alpha: 0.583788
gamma = sqrt(1-(Z alpha)^2): 0.811906
1s orbital energy without rest energy: -3532.1921 hartree
2s orbital energy without rest energy: -904.8478 hartree
Sample radius r = 1/Z: 0.012500 bohr
P(1s) at sample radius: 6.444708 bohr^-1/2
Q(1s) at sample radius: -2.076457 bohr^-1/2
Azimuthal current, 1s spin up, equator: 13630.955 bohr^-3
Azimuthal current, 1s spin down, equator: -13630.955 bohr^-3
Azimuthal current, sum of both: 0.0e+00 bohr^-3
Mean of r</r>^2 in 1s density: 33.83130 bohr^-1
D, current self-integral of one 1s electron: 2.562222 hartree
1s2 magnetic exchange energy (Gaunt = Breit): 7.686667 hartree
1s2 exchange energy divided by D: 3.000000
1s2 closed form: 7.686667 hartree
Weak-field value Z^3 alpha^2/4: 6.816173 hartree
1s2 energy over weak-field value, Z=80: 1.12771
1s2 energy over weak-field value, Z=1: 1.000016
2s2 magnetic exchange energy (Gaunt = Breit): 0.185337 hartree
1s-2s exchange, V part (= Breit): 1.610475 hartree
1s-2s exchange, W part (Gaunt only): 0.226247 hartree
W part from orbital energies and overlap density: 0.226247 hartree
1s-2s exchange, Gaunt: 1.836722 hartree
1s2 2s2 total, Gaunt: 9.708726 hartree = 264.188 eV
1s2 2s2 total, Breit: 9.482479 hartree = 258.031 eV
1s2 Coulomb direct energy, self terms included: 116.1911 hartree
1s2 Coulomb exchange energy, self terms included: -58.0956 hartree
1s2 magnetic energy / net Coulomb repulsion: 0.13231
```
